Choosing the Lead Broadening in Surface Green Function Decimation

**The setting and the result**

Quantum transport calculations that treat the leads by decimation use a small imaginary energy η. It selects outgoing waves and makes the iteration for the surface Green function converge. The desired quantity is the limit η → 0⁺, but η cannot simply be set to zero. For a periodic lead with a real mean-field Hamiltonian the analysis below gives four rules.

1. After n decimation steps the lead has been replaced by N = 2ⁿ layers. With open channels and small η, the truncation error falls as exp(−2Nη/v_max), where v_max is the largest channel velocity. Halving η costs about one more step.

2. The broadening error is proportional to η inside a band, away from its edges, and normally to √η at a quadratic band edge. If a surface resonance lies exactly at the edge, the Green function can instead diverge as 1/√η. At the energy of a surface bound state the Green function diverges as 1/η.

3. The iteration must converge at fixed η before η is reduced.

4. Rounding sets a floor. At the centre of a one-orbital band with hopping t, the relative rounding error grows as (t/η)² as long as it is small.

Energies are in eV, Green functions in 1/eV. The phase k per layer is dimensionless, so v = dE/dk is also in eV; the ordinary velocity is av/ħ for layer spacing a.

**What the iteration does**

Number the layers 0, 1, 2, … from the surface. Each has the real symmetric block h in an orthonormal basis, and τ couples layer n to layer n+1 only. Let z = E + iη with η > 0, and let G_n be the Green function block from layer 0 to layer n. The surface function is g = G_0. The definition (z − H)G = 1 reads

(z − h)G_0 = 1 + τG_1

(z − h)G_n = τᵀG_{n−1} + τG_{n+1}, n ≥ 1.

Write these with general coefficients, which start as ε_s = ε = h, α = τ, β = τᵀ:

(z − ε_s)G_0 = 1 + αG_1

(z − ε)G_n = βG_{n−1} + αG_{n+1}.

With R = (z − ε)⁻¹, each odd layer is given by its even neighbours, G_n = R(βG_{n−1} + αG_{n+1}). Inserting n = 1 into the surface equation gives

(z − ε_s − αRβ)G_0 = 1 + αRα G_2.

For even n, inserting both odd neighbours gives

(z − ε − αRβ − βRα)G_n = βRβ G_{n−2} + αRα G_{n+2}.

The form is unchanged, with twice the spacing. One step is therefore

ε_s ← ε_s + αRβ
ε ← ε + αRβ + βRα
α ← αRα
β ← βRβ,

with old values on the right. This is Lopez Sancho decimation. When α is small enough, one takes g_N = (z − ε_s)⁻¹.

After n steps, layers 1 to N−1 have been eliminated between the surface and layer N. Their effect on ε_s is the same whether or not the lead continues beyond them, so g_N is the end block of a finite chain of N layers. Similarly, ε contains N−1 eliminated layers on each side, so (z − ε)⁻¹ is the middle block of a chain of 2N−1 layers. A finite Hermitian Hamiltonian has a resolvent of norm at most 1/η. Every inverse in the iteration thus exists for η > 0, but it may be as large as 1/η.

**Truncation error at fixed broadening**

The part of the lead beyond layer n−1 is itself a semi-infinite lead with surface function g, driven through τᵀ. Hence

G_n = gτᵀG_{n−1} = TG_{n−1}, T = gτᵀ, so G_n = Tⁿg.

The eigenvalues λ of T are Bloch factors per layer. A column of the resolvent is square summable for η > 0, so Tⁿg tends to zero; since g is invertible, every |λ| < 1. Let ρ be the largest |λ|.

Now cut the bond between layers N−1 and N. Dyson's equation for restoring it gives the exact error

g − g_N = F τ T^N g,

where F is the block from layer N−1 to layer 0 of the finite chain. One factor T^N is visible; a second is hidden in F. Let K be the block from layer N−1 to layer 0 of the full lead, and let X and D be the blocks on layer N−1 of the full lead and the finite chain. Define Σ = τgτᵀ. Dyson's equation now gives

K = F(1 + ΣX), X = D + XΣD.

The second relation leads to

(1 + ΣX)(1 − ΣD) = 1 − Σ(D − X + XΣD) = 1,

and therefore F = K(1 − ΣD). Because H is real and symmetric, K = (T^{N−1}g)ᵀ. Altogether,

g − g_N = (T^{N−1}g)ᵀ(1 − ΣD) τ T^N g.

At fixed η the middle factor is bounded, since ‖D‖ ≤ 1/η. If T is diagonalizable, the error is bounded by a constant times ρ^(2N), and it has this rate unless the leading amplitude vanishes. Since N doubles at each step, the logarithm of the error roughly doubles as well.

For an open, nondegenerate channel away from an edge, λ = exp[ik(z)]. Since dk/dE = 1/v,

k(E + iη) = k(E) + iη/v + O(η²), |λ| ≈ exp(−η/v), v > 0.

The fastest channel has the largest |λ|: in the lifetime set by η it travels farthest into the lead. As η → 0 the closed channels keep a finite decay constant and no longer matter for the rate. For a permitted error δ and an error prefactor C,

N ≳ (v_max/2η) ln(C/δ), n = log₂N.

If h or τ is complex, as it can be in a magnetic field, τᵀ becomes τ†. The elimination still holds, but the symmetry used for K may fail, and the second decay factor must then be found from waves travelling the other way.

**A stopping rule that can be checked**

The surface equation after n steps is (z − ε_s)g = 1 + αG_N. Multiplication by g_N gives another exact form of the error,

g − g_N = g_N α G_N.

A small α is thus multiplied by an already decayed G_N. For a one-orbital chain this makes the final error quadratic in the stopping threshold, with a prefactor found below. For that chain the threshold can be far looser than the accuracy wanted in g, except near a band edge.

Take on-site energy 2t and hopping −t, with t > 0. Then E = 2t − 2t cos k and v = 2t sin k. Since α = β here, define x = (z − ε)/α. One step gives

α′ = α²/(z − ε) = α/x

z − ε′ = αx − 2α/x

x′ = (αx − 2α/x)/(α/x) = x² − 2.

Put x_0 = λ + 1/λ with |λ| < 1. Squaring and subtracting 2 doubles the exponents, so

x_n = λ^N + λ^(−N).

Repeated division of α by x then gives

α_n = −t(λ⁻¹ − λ)/(λ^(−N) − λ^N),

because (λ^(−N) − λ^N)(λ^(−N) + λ^N) = λ^(−2N) − λ^(2N). The surface function is g = −λ/t. Indeed z − 2t = −t(λ + 1/λ), so z − 2t − t²g = −t/λ = 1/g, as required.

Let κ = −ln|λ| and P = t|λ⁻¹ − λ|. Once κN is large, |α_n| ≈ P exp(−κN), and the error is |g|²|α_n|²/P. Stopping at |α_n| < s requires

n = ⌈log₂[ln(P/s)/κ]⌉.

Three cases follow.

Inside the band, κ = η/v and P = v.

At the bottom, E = 0, the relation λ + 1/λ − 2 = (1 − λ)²/λ = −iη/t gives 1 − λ ≈ √(−iη/t). Its real part is κ = √(η/2t), while P = 2t√(η/t). Reducing η by four now adds about one step instead of two.

In the gap below the band, cosh κ = 1 + |E|/2t and P = 2t sinh κ. The number of steps stays finite as η → 0.

**Why the order of limits matters**

At η = 0 inside the band, λ = exp(ik) and

α_n = −t sin k/sin(Nk), so |α_n| ≥ t sin k.

The coupling never becomes small. If instead n is held fixed while η → 0, the answer is that of a finite chain. Away from its eigenvalues its Green function becomes real, and the continuous density of states is lost. A cap on the number of steps is therefore safe only if 2Nη/v_max is large when the cap is reached. Lowering η without checking this can make the answer worse.

**How broadening changes the converged answer**

Differentiate λ + 1/λ = (2t − z)/t with respect to z:

(1 − λ⁻²) dλ/dz = −1/t, hence dg/dz = 1/[t²(1 − λ⁻²)].

Inside the band |1 − λ⁻²| = 2 sin k, so

|g(E + iη) − g(E + i0)| ≈ η/(2t² sin k) = η/(tv).

Since |g| = 1/t, the relative error is η/v. This requires η to be small compared with the distance to the nearest band edge. For independent one-orbital channels, the slowest therefore has the largest relative error, while the fastest determines the number of steps.

At the bottom g(0) = −1/t, and the error is

|1 − λ|/t ≈ √(η/t)/t.

In the gap, where λ = exp(−κ), the correct g is real. Broadening adds

−Im g ≈ η/[t²(exp(2κ) − 1)],

a spurious spectral weight linear in η. Small tunnelling currents or gap densities of states must be judged against this absolute background.

**Removing the linear error**

Where g continues analytically to the real axis,

g(η) = g(0) + iηg′ − η²g″/2 + …

2g(η) − g(2η) = g(0) + η²g″ + ….

The second calculation removes the linear term. It also keeps the spectral function non-negative. A state at distance y from E contributes to −Im g the kernel η/(y² + η²); the combination replaces it by

2η/(y² + η²) − 2η/(y² + 4η²) = 6η³/[(y² + η²)(y² + 4η²)],

which is positive and falls as 1/y⁴ instead of 1/y². The background in a gap is then of order η³.

At the edge of the one-orbital band the leading error is proportional to √η, and the same combination only multiplies it by 2 − √2 ≈ 0.59. There, a smaller η or a different treatment of the edge is needed.

Some edges have no limit at all. Take a chain with alternating site energies Δ and −Δ, equal bonds u, and an end site of energy Δ > 0. Its end-site function obeys

1/g = z − Δ − u²/(z + Δ − u²g).

At the band edge, z = Δ + iη, this gives g² ≈ 2iΔ/(u²η) for small η, so g diverges as 1/√η.

**Surface bound states**

Consider layers with two sites A and B at zero energy, a bond u inside the layer and a bond w from B to the next A. At E = 0 the equation on site B is

uA_n + wA_{n+1} = 0, so A_{n+1} = −(u/w)A_n,

and the B amplitudes vanish. For u < w the state is normalizable. Its weight on the end site is

1/Σ_n (u/w)^(2n) = 1 − u²/w².

The Green function on that site therefore behaves as (1 − u²/w²)/(iη). No choice of η gives a converged value at this energy, and the extrapolation above still diverges. What remains meaningful is the integrated weight of the peak, provided the energy grid resolves its width η. With u = 0.3 eV and w = 0.5 eV the weight is 1 − 0.36 = 0.64; the calculated iηg is 0.640002 at η = 10⁻³ eV and 0.640000 at 10⁻⁴ eV.

**The floor set by rounding**

The inverse (z − ε)⁻¹ can reach size 1/η when E meets a resonance of the eliminated chain. The band centre, z = 2t + iη, shows the consequence at the first step:

x_0 = −iη/t, x_1 = −2 − η²/t².

All later decay comes from the small second term. Here λ² ≈ −exp(−κ₁) with κ₁ ≈ η/t. The surface equation after one step gives

1/g = z − ε_s − α_1λ² = iη + i(t²/η)[1 − exp(−κ₁)] ≈ i(t²/η)κ₁ = it.

Two numbers of size t²/η cancel to leave one of size t. Since 2 cosh κ₁ ≈ 2 + κ₁², a rounding error ε_m in x_1 changes κ₁² by about ε_m, and κ₁ by the fraction ε_m/(2κ₁²). Because 1/g is proportional to κ₁, g acquires the same

relative error ≈ ε_m t²/(2η²).

In double precision ε_m ≈ 2.2 × 10⁻¹⁶. At η/t = 10⁻⁵ the estimate is 1.1 × 10⁻⁶; the calculation gives 4.3 × 10⁻⁷. The estimate assumes a small error, so it no longer applies once it approaches one. By then the result has no correct digits: at η/t = 10⁻⁹ the calculated relative error is 0.89, and at 10⁻¹⁰ it is 130. Repeating the last case with 60 digits removes the error, which confirms rounding as its cause. At E = 0.3 eV in the same band the relative error stays below 2 × 10⁻¹³ at the five listed values of η/t from 10⁻³ to 10⁻¹⁰, so one successful energy does not certify a whole grid.

At the band centre v = 2t, and the broadening error is η/2t. Minimizing

η/2t + ε_m t²/(2η²)

gives η³ = 2ε_m t³, or η ≈ 8 × 10⁻⁶ t. This estimate is for the unextrapolated result at this energy; it is not a universal optimum.

**A worked lead**

Take effective mass 0.1 electron masses and spacing a = 0.5 nm, as round model parameters. Replacing the second derivative by a finite difference gives t = ħ²/(2ma²) = 1.524 eV. At E = 0.3 eV,

cos k = 1 − 0.3/3.048 = 0.9016, k = 0.4474

v = 3.048 × sin k = 1.319 eV.

The continuum energy tk² would be 0.305 eV, so the grid changes the dispersion by about 2%. This discretization error is separate from the choice of η. The limiting surface function is −0.5916 − 0.2839i 1/eV, and the surface density of states is 0.2839/π = 0.0904 1/eV.

For η = 10⁻⁴ eV and s = 10⁻¹⁰ eV the predicted number of steps in the band is

log₂[(1.319/10⁻⁴) × ln(1.319 × 10¹⁰)] = log₂(3.07 × 10⁵) = 18.2,

rounded up to 19, as found. At the band edge 12 steps suffice, and 0.1 eV below the band 7. Reducing η from 10⁻² to 10⁻⁶ eV raises the count from 12 to 25 in the band and from 9 to 15 at the edge, while the gap count remains 7.

The price of a premature stop is visible at η = 10⁻⁹ eV. Eight steps represent 256 layers, and 2Nη/v is only 4 × 10⁻⁷. The calculated Im g is −6.1 × 10⁻⁸ 1/eV instead of −0.284 1/eV. At η = 0 the smallest coupling in 30 steps is 0.65933 eV, just above the bound t sin k = 0.65932 eV.

The broadening error in the band at η = 10⁻⁴ eV is

10⁻⁴/(1.524 × 1.319) = 4.98 × 10⁻⁵ 1/eV,

or 7.6 × 10⁻⁵ relative to |g|. At the edge it is 5.3 × 10⁻³ 1/eV, a hundred times larger. In the gap −Im g is 6.5 × 10⁻⁵ 1/eV where the correct value is zero.

**Two channels**

Add a second row with mass 0.2 electron masses, an offset of 0.1 eV and a coupling of 0.02 eV between the rows. At E = 0.3 eV the channel velocities are 0.787 and 1.224 eV. For η = 10⁻³ eV the fast channel predicts a decay constant of

10⁻³/1.224 = 8.17 × 10⁻⁴ per layer.

The slow channel would give 1.27 × 10⁻³. Between 13 and 14 steps the truncation error falls from 9.14 × 10⁻⁷ to 1.40 × 10⁻¹² 1/eV. The fitted constant is

ln(9.14 × 10⁻⁷/1.40 × 10⁻¹²)/(2 × 8192) = 8.17 × 10⁻⁴,

which identifies the fast channel.

The η → 0⁺ reference for this lead comes from matching Bloch modes, with outgoing waves selected by their velocity. Measured by the square root of the summed squared matrix elements, the broadening error at η = 10⁻³ eV is 1.8 × 10⁻³ 1/eV. Extrapolation reduces it to 4.8 × 10⁻⁶ 1/eV. Doubling η multiplies the plain error by two and the extrapolated error by four, as derived.

**Choosing the value**

Inside a band, start from the permitted relative error p and the smallest relevant channel velocity, and take η ≈ pv_min. This is exact to leading order for the one-orbital chain. For other leads it is only a first guess: to leading order the relative error is η‖g′‖/‖g‖, which need not equal η/v_min. The comparison below must decide. For the one-row lead, p = 10⁻³ gives η ≈ 1.3 × 10⁻³ eV. Also keep η well below the distance to the nearest band edge.

Next, allow enough steps for the fastest channel and require both α and β to fall below the threshold. Then repeat the calculation at 2η and 4η, and compare g(4η) − g(2η) with g(2η) − g(η). A ratio near 2 means a linear error and supports extrapolation; a ratio near √2 points to an ordinary band edge, and one near 1/√2 to an edge where g diverges as 1/√η; a peak whose height doubles when η is halved points to a bound state. If the result becomes erratic as η decreases although the couplings have converged, suspect rounding: raise η and extrapolate, or use higher precision. The numerical output following this text lists the calculated values for the example leads.

Numbers as computed

```
Layer spacing 0.5 nm; masses 0.1, 0.2 m_e
Hoppings t1, t2 = 1.523993, 0.761996 eV
Two-row lead: offset 0.1 eV, row coupling 0.02 eV
5 steps minus direct 32-layer inverse: 1.8e-15 1/eV
One-row lead, E = 0.3 eV: k = 0.447401 rad, v = 1.318632 eV
g(E+i0) = -0.591587 -0.283875i 1/eV
Surface density of states = 0.090360 1/eV
Gap energy -0.1 eV: decay constant 0.255463 per layer
Steps until coupling < 1e-10 eV (band / edge / gap):
  eta = 1e-02 eV: 12 / 9 / 7
  eta = 1e-04 eV: 19 / 12 / 7
  eta = 1e-06 eV: 25 / 15 / 7
eta = 0: least coupling in 30 steps 0.659331 eV
  lower bound t sin k = 0.659316 eV
8 steps at eta = 1e-9 eV: Im g = -6.11e-08 1/eV
Broadening error |g(eta)-g(0)| in 1/eV (band / edge), gap -Im g:
  eta = 1e-02 eV: 4.957e-03 / 5.165e-02, 6.446e-03
  eta = 1e-04 eV: 4.976e-05 / 5.300e-03, 6.457e-05
  eta = 1e-06 eV: 4.976e-07 / 5.314e-04, 6.457e-07
Two-row velocities = 0.786702, 1.223699 eV
eta = 0.001 eV: measured decay 8.17302e-04 per layer
  eta/v fast, slow = 8.17194e-04, 1.27113e-03
  12 steps, 4096 layers: truncation error 7.41e-04 1/eV
  13 steps, 8192 layers: truncation error 9.14e-07 1/eV
  14 steps, 16384 layers: truncation error 1.40e-12 1/eV
Two-row error in 1/eV: plain g(eta) / 2g(eta)-g(2eta)
  eta = 4e-03 eV: 7.232e-03 / 7.656e-05
  eta = 2e-03 eV: 3.621e-03 / 1.915e-05
  eta = 1e-03 eV: 1.812e-03 / 4.787e-06
Dimer bonds 0.3, 0.5 eV: end-site weight 0.640000
  eta = 1e-03 eV: i eta g = 0.640002
  eta = 1e-04 eV: i eta g = 0.640000
Relative rounding error (band centre / E = 0.3 eV):
  eta/t = 1e-03: 8.7e-12 / 0.0e+00
  eta/t = 1e-05: 4.3e-07 / 1.1e-16
  eta/t = 1e-07: 3.1e-03 / 1.3e-15
  eta/t = 1e-09: 8.9e-01 / 1.8e-13
  eta/t = 1e-10: 1.3e+02 / 4.7e-14
Band centre, eta/t = 1e-10, 60 digits: error 0.0e+00
```
